# Harmonic Densities of States from Classical Velocity Autocorrelations

Consider a chain of alternating atoms with masses $20000$ and $60000$ electron masses, joined by equal springs. Half of its vibrational modes are acoustic and half are optical. The Fourier transform of the thermal velocity autocorrelation, summed over the atoms, nevertheless has only $32.8\%$ of its area in the acoustic band. If each atom's autocorrelation is multiplied by its mass before the sum is taken, the acoustic share becomes $50.0\%$. The masses decide whether the transform counts modes.

Hartree atomic units are used, with $\hbar=1$, so frequencies and energies have the same numerical values. The parameters of the examples are round model values.

## The harmonic system and its densities

Let $u_i$, $i=1,\dots,n$, be the Cartesian displacements from equilibrium. Each coordinate has a mass $m_i$ and a velocity $v_i=\dot u_i$. The classical Hamiltonian is

$$H=\sum_i\frac{p_i^2}{2m_i}+\frac12\sum_{ij}u_i\Phi_{ij}u_j, \tag{1}$$

where $\Phi$ is real and symmetric and has no negative eigenvalue. Newton's equations are $m_i\ddot u_i=-\sum_j\Phi_{ij}u_j$. With $w_i=\sqrt{m_i}\,u_i$, division by $\sqrt{m_i}$ gives

$$\ddot w_i=-\sum_jD_{ij}w_j,\qquad D_{ij}=\frac{\Phi_{ij}}{\sqrt{m_im_j}}. \tag{2}$$

The matrix $D$ is real and symmetric. It therefore has real orthonormal eigenvectors $e_{i\lambda}$, with eigenvalues $\omega_\lambda^2\ge0$:

$$\sum_i e_{i\lambda}e_{i\mu}=\delta_{\lambda\mu},\qquad \sum_\lambda e_{i\lambda}e_{j\lambda}=\delta_{ij}. \tag{3}$$

For $\omega\ge0$, the total and partial densities of states are

$$g(\omega)=\sum_\lambda\delta(\omega-\omega_\lambda),\qquad g_i(\omega)=\sum_\lambda e_{i\lambda}^2\,\delta(\omega-\omega_\lambda). \tag{4}$$

A delta function at $\omega=0$ is counted with its full unit area. By (3), $\sum_ig_i=g$, and each $g_i$ has unit area. If several modes share a frequency, the sum of $e_{i\lambda}^2$ over them is a diagonal element of the projector onto their common eigenspace. It does not depend on the basis chosen there, so $g_i$ is well defined.

## Motion and thermal averages

Expand $w_i=\sum_\lambda e_{i\lambda}q_\lambda$. Substituting this in (2) and projecting onto one eigenvector gives $\ddot q_\lambda=-\omega_\lambda^2q_\lambda$. The velocity that follows from the initial data is

$$\dot q_\lambda(t)=\dot q_\lambda(0)\cos\omega_\lambda t-\omega_\lambda q_\lambda(0)\sin\omega_\lambda t. \tag{5}$$

For $\omega_\lambda=0$ this says that $\dot q_\lambda$ is constant.

The kinetic energy is $\frac12\sum_i\dot w_i^2$, and orthonormality turns it into $\frac12\sum_\lambda\dot q_\lambda^2$. The potential energy is diagonal for the same reason, so

$$H=\frac12\sum_\lambda\left(\dot q_\lambda^2+\omega_\lambda^2q_\lambda^2\right). \tag{6}$$

The change from $(u_i,p_i)$ to $(q_\lambda,\dot q_\lambda)$ is linear and has a constant Jacobian, which cancels in averages. The canonical density, proportional to $e^{-H/k_BT}$, is therefore a product of independent Gaussians centred at zero. The variance of $\dot q_\lambda$ is $k_BT$, and

$$\langle\dot q_\lambda(0)\dot q_\mu(0)\rangle=k_BT\,\delta_{\lambda\mu},\qquad \langle q_\lambda(0)\dot q_\mu(0)\rangle=0. \tag{7}$$

The coordinate of a zero mode has no normalizable Gaussian on an infinite line. It may be confined to a finite interval with periodic ends. Its position does not enter (5), so the velocity average is unaffected.

Multiplying (5) by $\dot q_\mu(0)$ and averaging with (7) removes the sine term and leaves

$$\langle\dot q_\lambda(t)\dot q_\mu(0)\rangle=k_BT\,\delta_{\lambda\mu}\cos\omega_\lambda t. \tag{8}$$

Since $v_i=m_i^{-1/2}\sum_\lambda e_{i\lambda}\dot q_\lambda$, the autocorrelation of one coordinate is

$$\begin{aligned}
C_i(t)&=\langle v_i(t)v_i(0)\rangle
=\frac1{m_i}\sum_{\lambda\mu}e_{i\lambda}e_{i\mu}\langle\dot q_\lambda(t)\dot q_\mu(0)\rangle\\
&=\frac{k_BT}{m_i}\sum_\lambda e_{i\lambda}^2\cos\omega_\lambda t.
\end{aligned}\tag{9}$$

The factor $1/m_i$ expresses equipartition: at equal temperature, a lighter atom has a larger mean square velocity. Multiplication by $m_i$ removes this factor. Summation over $i$ then uses $\sum_ie_{i\lambda}^2=1$:

$$\sum_im_iC_i(t)=k_BT\sum_\lambda\cos\omega_\lambda t. \tag{10}$$

Every mode now has the same amplitude, whichever atoms take part in it.

## The Fourier transform

An undamped cosine has no ordinary Fourier integral. A window $e^{-\sigma^2t^2/2}$ makes the integral converge and is removed at the end. The integrand is even in $t$, and the product of cosines can be written as a sum, so

$$\begin{aligned}
&\frac2\pi\int_0^\infty\cos\omega_\lambda t\,\cos\omega t\;e^{-\sigma^2t^2/2}\,dt\\
&=\frac1{2\pi}\int_{-\infty}^{\infty}\left[\cos(\omega-\omega_\lambda)t+\cos(\omega+\omega_\lambda)t\right]e^{-\sigma^2t^2/2}\,dt\\
&=G_\sigma(\omega-\omega_\lambda)+G_\sigma(\omega+\omega_\lambda).
\end{aligned}\tag{11}$$

The last line uses $\int_{-\infty}^{\infty}\cos(at)\,e^{-\sigma^2t^2/2}dt=(\sqrt{2\pi}/\sigma)\,e^{-a^2/2\sigma^2}$, and

$$G_\sigma(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2} \tag{12}$$

is a Gaussian of unit area. The part of the second Gaussian in (11) that lies at $\omega\ge0$ has the same area as the part of the first that lies at $\omega<0$. The area of (11) over $\omega\ge0$ is thus one for every $\sigma$, including the case $\omega_\lambda=0$. As $\sigma\to0$, (11) becomes $\delta(\omega-\omega_\lambda)$ on the half-line, with the counting convention of (4).

Applying this limit to (10) and (9) proves

$$\frac{2}{\pi k_BT}\int_0^\infty\sum_im_iC_i(t)\cos\omega t\,dt=g(\omega), \tag{13}$$

$$\frac{2}{\pi k_BT}\int_0^\infty\sum_iC_i(t)\cos\omega t\,dt=\sum_i\frac{g_i(\omega)}{m_i}. \tag{14}$$

The equality in (13) includes the prefactor. Since $C_i$ is even in time, $\int_{-\infty}^{\infty}C_ie^{i\omega t}dt$ is twice the half-line cosine integral. With the full exponential transform, the prefactor is therefore $1/(\pi k_BT)$.

The transform of a single $m_iC_i$ gives $g_i$, so partial densities can be obtained without eigenvectors. The area of (14) is $\sum_i1/m_i$, not the number of modes. If all masses equal $m$, (14) is $g/m$ and has the correct shape. With unequal masses, rescaling the total area does not in general restore $g$, because the composition of the modes changes with frequency.

## Zero modes and fixed momentum

Two free atoms on a line, with the masses above and a spring $K=0.05$ between them, have a translation with $\omega=0$ and a stretch. For the bond length $r=u_2-u_1$, Newton's equations give $\ddot r=-K(1/m_1+1/m_2)r$. The stretch frequency is therefore $\omega_s=\sqrt{K(1/m_1+1/m_2)}=1.8257\times10^{-3}$. By (10), the mass-weighted sum divided by $k_BT$ is $1+\cos\omega_st$. At $t=1000$ this is $1-0.2522=0.7478$.

Now restrict the ensemble to zero total momentum. The normalized translation has $e_i=\sqrt{m_i/M}$, with $M=\sum_im_i$, and its velocity is $\sum_ie_i\dot w_i=\sum_im_iv_i/\sqrt M$. Fixing the momentum at zero sets this velocity to zero. The other factors of the canonical density do not change, so the sum becomes $\cos\omega_st=-0.2522$. The transform then lacks the zero-frequency mode. In three dimensions, three translations are lost in this way.

## Why one harmonic trajectory is not enough

Let the same two atoms now sit between fixed walls, with three equal springs $K$. Then

$$D=\begin{pmatrix}2K/m_1&-K/\sqrt{m_1m_2}\\-K/\sqrt{m_1m_2}&2K/m_2\end{pmatrix}. \tag{15}$$

Its eigenfrequencies are $1.0623\times10^{-3}$ and $2.3533\times10^{-3}$. The light atom has weights $e_{1\lambda}^2=0.1220$ and $0.8780$ in these modes. For a canonical ensemble, (10) gives two lines of equal area.

A time average along one trajectory behaves differently. Write $q_\lambda(t)=A_\lambda\cos(\omega_\lambda t+\phi_\lambda)$, with nonzero and distinct frequencies. In the long-time average of $\dot q_\lambda(t'+t)\,\dot q_\mu(t')$ over $t'$, terms with $\lambda\ne\mu$ oscillate and average to zero. The diagonal term is $\frac12\omega_\lambda^2A_\lambda^2\cos\omega_\lambda t$, and its prefactor is the conserved energy $E_\lambda$ of the mode. Thus

$$C_i^{\rm traj}(t)=\frac1{m_i}\sum_\lambda e_{i\lambda}^2E_\lambda\cos\omega_\lambda t. \tag{16}$$

Release the light atom from rest at a displacement $a=0.1$ bohr, with the heavy atom at its equilibrium position. Then $q_\lambda(0)=\sqrt{m_1}\,a\,e_{1\lambda}$, and

$$E_\lambda=\tfrac12\omega_\lambda^2m_1a^2e_{1\lambda}^2. \tag{17}$$

For the lower mode this is $\frac12(1.0623\times10^{-3})^2(20000)(0.01)(0.1220)=1.38\times10^{-5}$ hartree. For the upper mode it is $4.86\times10^{-4}$ hartree. Even with mass weighting, the two lines have areas in the ratio $1:35$. A longer run sharpens them but leaves this ratio unchanged, because harmonic modes exchange no energy. Averaging over canonical initial conditions replaces $E_\lambda$ by $\langle E_\lambda\rangle=k_BT$ and restores (9).

## The diatomic chain

In an infinite chain, let light atom $n$ lie between heavy atoms $n-1$ and $n$. The equations of motion are

$$\begin{aligned}
m_1\ddot u_{1n}&=K(u_{2n}+u_{2,n-1}-2u_{1n}),\\
m_2\ddot u_{2n}&=K(u_{1,n+1}+u_{1n}-2u_{2n}).
\end{aligned}\tag{18}$$

Set $\sqrt{m_\kappa}\,u_{\kappa n}=e_\kappa e^{i(n\theta-\omega t)}$ with $|e_1|^2+|e_2|^2=1$, and define $\Omega_\kappa^2=2K/m_\kappa$ and $S=\Omega_1^2+\Omega_2^2$. Since $K/\sqrt{m_1m_2}=\Omega_1\Omega_2/2$, (18) becomes

$$\begin{aligned}
(\Omega_1^2-\omega^2)e_1&=\tfrac12\Omega_1\Omega_2(1+e^{-i\theta})e_2,\\
(\Omega_2^2-\omega^2)e_2&=\tfrac12\Omega_1\Omega_2(1+e^{i\theta})e_1.
\end{aligned}\tag{19}$$

Multiplying the two equations and using $|1+e^{i\theta}|^2=4\cos^2(\theta/2)$ gives

$$P\equiv(\Omega_1^2-\omega^2)(\Omega_2^2-\omega^2)=\Omega_1^2\Omega_2^2\cos^2(\theta/2). \tag{20}$$

For real $\theta$, $P$ lies between $0$ and $\Omega_1^2\Omega_2^2$. With $m_1<m_2$, this gives an acoustic band from $0$ to $\Omega_2=1.291\times10^{-3}$ and an optical band from $\Omega_1=2.236\times10^{-3}$ to $\sqrt S=2.582\times10^{-3}$.

The squared modulus of the first line of (19), combined with (20), gives $(\Omega_1^2-\omega^2)|e_1|^2=(\Omega_2^2-\omega^2)|e_2|^2$. Normalization then yields

$$|e_1|^2=\frac{\Omega_2^2-\omega^2}{S-2\omega^2},\qquad |e_2|^2=\frac{\Omega_1^2-\omega^2}{S-2\omega^2}. \tag{21}$$

The values of $\theta$ are uniformly distributed over $(-\pi,\pi)$, and $\pm\theta$ have equal frequencies. Per cell, each branch therefore has the density $g=|d\theta/d\omega|/\pi$, with $0<\theta<\pi$. Differentiating (20) gives

$$2\omega\,|S-2\omega^2|\,|d\omega|=\Omega_1^2\Omega_2^2\sin(\theta/2)\cos(\theta/2)\,|d\theta|. \tag{22}$$

From (20), $\Omega_1\Omega_2\cos(\theta/2)=\sqrt P$, and $\Omega_1^2\Omega_2^2\sin^2(\theta/2)=\Omega_1^2\Omega_2^2-P=\omega^2(S-\omega^2)$. The factor $\omega$ cancels, so

$$g=\frac2\pi\,\frac{|S-2\omega^2|}{\sqrt{P\,(S-\omega^2)}},\qquad
g_1=\frac2\pi\sqrt{\frac{|\Omega_2^2-\omega^2|}{|\Omega_1^2-\omega^2|\,(S-\omega^2)}}. \tag{23}$$

Here $g_1=|e_1|^2g$, and $g_2$ follows by exchanging the indices. At the top of the acoustic band $P\to0$, so $d\omega/d\theta$ vanishes and $g$ diverges. By (21) only the heavy atoms move there, so the divergence appears in $g_2$ while $g_1$ vanishes. At the bottom of the optical band the roles are reversed.

The same densities can be obtained from the dynamics. By (7), the initial velocity of one atom is uncorrelated with all other initial data. Hence $C_i(t)$ is $k_BT/m_i$ times the velocity response of atom $i$ to its own unit initial velocity. This response was computed for a ring of 180 cells by repeated application of a matrix exponential of Newton's equations. It was then transformed with the window of (11) and $\sigma=2\times10^{-5}$.

At $\omega=0.0008$ the transform of $m_iC_i/k_BT$ gives $125.8$ for the light atom and $534.7$ for the heavy one, in states per hartree. The sharp densities (23) are $125.8$ and $534.4$. At $\omega=0.0024$, inside the narrow optical band, the light atom gives $1562$ against a sharp value of $1552$. This $0.7\%$ excess comes from the window: (23) convolved with the same Gaussian also gives $1562$.

## What the missing masses do

Rescale (14) so that its area is two modes per cell, and call the result $h(\omega)$. A mode then enters with the factor

$$r=\frac{2\left(|e_1|^2/m_1+|e_2|^2/m_2\right)}{1/m_1+1/m_2}. \tag{24}$$

Let $\delta=(m_2-m_1)/(m_2+m_1)$, which is $0.5$ here. The two normalized inverse masses are $m_2/(m_1+m_2)=(1+\delta)/2$ and $m_1/(m_1+m_2)=(1-\delta)/2$, so

$$r=1+\delta\left(|e_1|^2-|e_2|^2\right)=1-\delta\,\frac{\Omega_1^2-\Omega_2^2}{S-2\omega^2}, \tag{25}$$

where the second form uses (21). Equation (20) is a quadratic in $\omega^2$ with roots

$$\omega_\mp^2=\frac{S\mp R}2,\qquad R=\sqrt{S^2-4\Omega_1^2\Omega_2^2\sin^2(\theta/2)}. \tag{26}$$

Thus $S-2\omega^2=\pm R$, with the upper sign for the acoustic branch. Since $\Omega_\kappa^2\propto1/m_\kappa$, we also have $\Omega_1^2-\Omega_2^2=\delta S$. The factors of the two branches are

$$r_{\rm ac}=1-\frac{\delta^2S}{R},\qquad r_{\rm opt}=1+\frac{\delta^2S}{R}. \tag{27}$$

At every $\theta$, weight moves from the acoustic mode to the optical mode. In the long-wave limit $R\to S$, and $h/g\to1-\delta^2=0.75$ as $\omega\to0$. The low-frequency density, which controls the low-temperature heat capacity, is therefore $25\%$ too small.

The acoustic fraction of $h$ is half the average of $r_{\rm ac}$ over $\theta$. Since $4\Omega_1^2\Omega_2^2/S^2=1-\delta^2$, setting $\varphi=\theta/2$ gives

$$f_{\rm ac}=\tfrac12(1-\delta s),\qquad
s=\frac{2\delta}\pi\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-(1-\delta^2)\sin^2\varphi}}. \tag{28}$$

The integral is a complete elliptic integral of the first kind. For $\delta=0.5$, $s=0.6864$, and

$$f_{\rm ac}=\tfrac12(1-0.5\times0.6864)=0.328. \tag{29}$$

This is the opening number. It depends on the mass ratio alone, not on the spring constant or the temperature. The integrand in (28) is at most $1/\delta$, so $s\le1$. As the masses become equal, $\delta s\to0$ and the fraction returns to $1/2$. As $m_2/m_1\to\infty$, $s\to1$ and the acoustic share of the unweighted spectrum vanishes, although half of the modes remain acoustic.

The distortion carries over to quantities computed from the spectrum. The quantum zero-point energy per cell is $\frac12\int_0^\infty\omega g\,d\omega$. Numerical integration of the mass-weighted transform gives $1.602\times10^{-3}$ hartree, or $43.6$ meV. Using $h$ instead gives $1.864\times10^{-3}$ hartree, or $50.7$ meV, which is $16\%$ above the mass-weighted value. The sign follows from (27): the error is the average over $\theta$ of $\frac12(\omega_+-\omega_-)\,\delta^2S/R$, which is positive.

## Where the identification ends

Equation (5) requires linear forces. In an anharmonic classical system with a velocity-independent potential, the velocities still have $\langle v_i^2\rangle=k_BT/m_i$. The mass-weighted transform therefore keeps unit area per coordinate. It remains a velocity spectrum, but its shape is no longer a count of the eigenfrequencies of a fixed matrix $D$. The prefactor $1/k_BT$ is also classical. It follows from the equal velocity variance $k_BT$ of all modes in (7). In quantum mechanics the velocity variance of a mode is $\frac12\omega_\lambda\coth(\omega_\lambda/2k_BT)$, so (13) does not hold for the symmetrized correlation of velocity operators. The Kubo-transformed correlation of a harmonic mode does keep the amplitude $k_BT$.
